# Why K pre-edges are strong at tetrahedral and weak at octahedral sites

**Question.** A K pre-edge of a 3d metal comes from transitions of the 1s electron into empty 3d-like orbitals. Why is it strong when the metal sits in a tetrahedron of ligands and weak when it sits in an octahedron? How much p character must a 3d-like orbital have before its dipole absorption equals its quadrupole absorption?

**Answer.**

### What the 1s electron can reach

The 1s orbital is even and spherical. The electric dipole operator is a vector, so it carries 1s into p-waves about the same nucleus. A d-wave is reached at the next order, by the electric quadrupole operator, which is weaker because the 1s orbital is small compared with the X-ray wavelength. The pre-edge therefore depends on whether a 3d-like orbital contains some p-wave on the absorbing atom.

"Contains" needs a definition. Draw a sphere of radius \(R\) about the absorber. In the PAW method the all-electron orbital inside it is a sum of partial waves, whose amplitudes are the projections \(\langle\tilde p_i|\tilde\psi\rangle\) of the pseudo-orbital. Adding all terms of the same angular momentum gives

\[
\psi(\mathbf r)=a_p\,\frac{\phi_p(r)}{r}\,Y_p(\mathbf n)+a_d\,\frac{\phi_d(r)}{r}\,Y_d(\mathbf n)+\dots ,\qquad \int_0^R\phi_l^2\,dr=1 ,
\]

with \(\mathbf n=\mathbf r/r\) and real harmonics \(Y\). The weights are \(w_p=a_p^2\) and \(w_d=a_d^2\). They count everything inside the sphere, including tails of ligand orbitals. The 1s orbital is negligible outside, so the part of the orbital inside the sphere is all that the transition needs: these amplitudes together with the radial waves \(\phi_l\).

### What symmetry allows

An octahedral site with inversion symmetry has orbitals of definite parity. A p-wave about the metal is odd and a d-wave is even, so a d-like orbital of such a one-metal cluster has no on-site p part.

A tetrahedral site has no inversion, but its other operations still restrict the mixing. Take \(p_z\), which transforms as \(z\).

- The half-turn about \(z\) sends \((x,y,z)\) to \((-x,-y,z)\). It keeps \(z\) but reverses \(yz\) and \(xz\), so these cannot mix with \(p_z\).
- The half-turn about \(x\) sends \((x,y,z)\) to \((x,-y,-z)\). It reverses \(z\) but keeps \(x^2-y^2\) and \(3z^2-r^2\), so these cannot mix either.
- Both half-turns treat \(z\) and \(xy\) alike. This pair may mix.

The threefold axes permute the coordinates, so \(p_x\) pairs with \(d_{yz}\) and \(p_y\) with \(d_{xz}\), with the same constant. These three d orbitals form the t2 set. The other two, the e set, stay free of p.

The term of the potential responsible has the form \(f(r)\,xyz\). Its angular integral between \(z\) and \(xy\) contains \(x^2y^2z^2\), which is positive, so symmetry does not make it vanish. Inversion reverses \(xyz\), and so does a quarter-turn about a coordinate axis; either operation excludes such a term from an octahedral potential.

### How the ligands do the mixing

Symmetry permits the mixing but does not give its size. A small model shows how coupling through the ligands contributes to it. The model leaves out the tails of the ligand orbitals inside the sphere, which also count in \(w_p\). Let each ligand carry one σ orbital of energy \(E_L\), and let the metal p and d orbitals have energies \(E_p\) and \(E_d\). For a ligand in direction \(\mathbf n\), the coupling to \(p_z\) is \(V_pn_z\) and that to \(d_{xy}\) is \(\sqrt3\,V_dn_xn_y\).

Place the four ligands along \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). With \(s_j=+1,-1,-1,+1\), both \(n_z\) and \(\sqrt3\,n_xn_y\) equal \(s_j/\sqrt3\). Hence \(p_z\) and \(d_{xy}\) couple to the same normalized combination \(L=\tfrac12\sum_js_jL_j\), with strengths

\[
T_p=\sum_{j=1}^4\frac{s_j}{2}\,\frac{V_ps_j}{\sqrt3}=\frac{2V_p}{\sqrt3},\qquad T_d=\frac{2V_d}{\sqrt3}.
\]

The eigenvalue equations for the three amplitudes are

\[
(E-E_d)a_d=T_da_L,\quad (E-E_p)a_p=T_pa_L,\quad (E-E_L)a_L=T_da_d+T_pa_p .
\]

Solving the third for \(a_L\) and inserting it in the second gives

\[
\Big(E-E_p-\frac{T_p^2}{E-E_L}\Big)a_p=\frac{T_pT_d}{E-E_L}\,a_d ,
\]

\[
\frac{a_p}{a_d}=\frac{M}{E-E_p-T_p^2/(E-E_L)},\qquad M=\frac{T_pT_d}{E-E_L}.
\]

\(M\) is the effective p–d coupling through the ligands. The mixing vanishes if either coupling vanishes, and it falls as the p level moves up.

For six octahedral ligands the same elimination gives a sum over ligands of (p coupling) × (d coupling). Opposite ligands have opposite p couplings and equal d couplings, so each pair contributes zero. Two of the octahedral d orbitals, \(x^2-y^2\) and \(3z^2-r^2\), do hybridize with the ligands, but the p-wave contributions cancel at the metal. The other three have no coupling to the σ orbitals of this model.

### The light operator

To compare the two channels, both must come from the same interaction. Use Rydberg atomic units, with \(\hbar=1\), lengths in bohr and \(H=p^2+V\). The speed of light is then \(c=2/\alpha\), and a photon of energy \(\omega\) has wavenumber \(k=\omega/c=\alpha\omega/2\). For polarization \(\mathbf e\) and wavevector \(\mathbf k\), with \(\mathbf e\cdot\mathbf k=0\), the amplitude to first order in \(\mathbf k\) is

\[
A=\langle f|\,\mathbf e\cdot\mathbf p\,e^{i\mathbf k\cdot\mathbf r}|1s\rangle\simeq\langle f|\,\mathbf e\cdot\mathbf p+i(\mathbf e\cdot\mathbf p)(\mathbf k\cdot\mathbf r)|1s\rangle .
\]

For a local potential, \([H,\mathbf r]=[p^2,\mathbf r]=-2i\mathbf p\). Between eigenstates whose energies differ by \(\omega\), the commutator gives \(\omega\langle f|\mathbf r|1s\rangle\), so

\[
\langle f|\mathbf e\cdot\mathbf p|1s\rangle=\frac{i\omega}{2}\langle f|\mathbf e\cdot\mathbf r|1s\rangle .
\]

Split the second operator into two halves:

\[
(\mathbf e\cdot\mathbf p)(\mathbf k\cdot\mathbf r)=\tfrac12\big[(\mathbf e\cdot\mathbf p)(\mathbf k\cdot\mathbf r)+(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\big]+\tfrac12(\mathbf k\times\mathbf e)\cdot\mathbf L .
\]

The last term is the magnetic dipole part, and it vanishes because \(\mathbf L|1s\rangle=0\). The bracket follows from the product rule,

\[
[H,(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)]=-2i\big[(\mathbf e\cdot\mathbf p)(\mathbf k\cdot\mathbf r)+(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\big],
\]

so its matrix element is \((i\omega/2)\langle f|(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)|1s\rangle\). With the factors \(i\) and \(\tfrac12\) in front,

\[
A\simeq\frac{i\omega}{2}\,\langle f|\,\mathbf e\cdot\mathbf r+\frac i2(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)|1s\rangle .
\]

The common factor \(\omega^2/4\) in \(|A|^2\) does not affect the comparison. Call what remains the strength \(S\).

The relation holds for all-electron waves in a local potential. The nonlocal pseudo-Hamiltonian would add terms to the commutator, so the reconstructed partial waves are used here. They are taken to solve the radial equation at the final energy, which approximates the potential inside the sphere as spherical. Surface terms at \(R\) are negligible because the 1s orbital has died out there.

### Strength of one p and one d orbital

Write the 1s orbital as \(u_{1s}(r)/(r\sqrt{4\pi})\) and define

\[
D=\int_0^R\phi_p\,r\,u_{1s}\,dr,\qquad Q=\int_0^R\phi_d\,r^2u_{1s}\,dr .
\]

For \(p_z\), with \(Y=\sqrt{3/4\pi}\,n_z\) and \(\int n_in_j\,d\Omega=\tfrac{4\pi}{3}\delta_{ij}\),

\[
\langle p_z|\mathbf e\cdot\mathbf r|1s\rangle=D\,\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}\,e_z=\frac{D\,e_z}{\sqrt3}.
\]

For a powder \(\overline{e_z^2}=1/3\), so \(S_p=D^2/9\).

For \(d_{xy}\), \(Y=\sqrt{15/4\pi}\,n_xn_y\). The integral of four direction components is \(\tfrac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\). With \(\boldsymbol\kappa=\mathbf k/k\),

\[
\frac i2\langle d_{xy}|(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)|1s\rangle=\frac{ik}{2}\,\frac{Q}{\sqrt{15}}\,(e_x\kappa_y+e_y\kappa_x).
\]

The tensor \(t_{ij}=e_i\kappa_j+e_j\kappa_i\) is symmetric and traceless, and \(\sum_{ij}t_{ij}^2=2\). It has five normalized components, among which a full orientation average shares this sum equally, \(2/5\) each. The component belonging to \(xy\) is \(\sqrt2\,t_{xy}\), hence \(\overline{t_{xy}^2}=1/5\) and

\[
S_d=\frac{k^2}{4}\,\frac{Q^2}{15}\,\frac15=\frac{k^2Q^2}{300}.
\]

The other d orbitals have the same average. In an oriented single crystal the quadrupole strength depends on direction, and e and t2 differ.

In a mixed orbital the dipole amplitude is real and the quadrupole amplitude imaginary, for real orbitals and linear polarization. The squared modulus is then the sum of squares, without interference:

\[
S=w_p\,\frac{D^2}{9}+w_d\,\frac{k^2Q^2}{300}.
\]

### The matching p fraction

Setting the two terms equal for one t2 orbital gives

\[
\frac{w_p}{w_d}=\frac{9}{300}\,\frac{k^2Q^2}{D^2}=\frac{3}{100}\Big(\frac{kQ}{D}\Big)^2 .
\]

One may instead ask when the dipole strength of three t2 orbitals equals the quadrupole strength of a whole empty shell of five pure d orbitals. Then \(3w_pD^2/9=5k^2Q^2/300\), and

\[
w_p=\frac1{20}\Big(\frac{kQ}{D}\Big)^2\quad\text{per t2 orbital}.
\]

Both thresholds contain the square of \(kQ/D\), which is small, and the numerical prefactors, 3/100 and 1/20, lower them further.

### Numbers for titanium

Take a free Ti atom in the local density approximation (Slater exchange, VWN correlation), nonrelativistic, spherical and without spin polarization, in the configuration 3d²4s². The partial waves are evaluated at the 3d eigenvalue in a sphere of 2.0 bohr. The Kohn–Sham level difference gives \(\omega=354.21\) Ry, or 4819 eV. This is the photon energy consistent with the model, not a prediction of the measured edge, since relativity and relaxation around the core hole are left out.

With \(k=1.2924\) bohr⁻¹, \(D=0.01772\) bohr and \(Q=0.0010065\) bohr²,

\[
\frac{kQ}{D}=\frac{1.2924\times0.0010065}{0.01772}=0.0734 .
\]

The thresholds are

\[
\frac{w_p}{w_d}=0.03\times(0.0734)^2=1.6\times10^{-4},\qquad w_p=\frac{(0.0734)^2}{20}=2.7\times10^{-4}.
\]

**For this neutral atom and a sphere of 2.0 bohr, about 0.02 % of p character matches the quadrupole strength of one t2 orbital, and about 0.03 % in each t2 orbital matches that of the whole d shell.**

How firm are these values? Integrating the full operator \(\mathbf e\cdot\mathbf p\,e^{i\mathbf k\cdot\mathbf r}\) over space and averaging over orientations gives 0.994 of the formula for p and 0.985 for d. The full strengths thus lie 0.6 % and 1.5 % below the formulas truncated in \(k\).

The choice of sphere matters more. The one-orbital threshold is 0.0135 % for \(R=1.8\) bohr and 0.0254 % for 2.3 bohr. At fixed energy, changing \(R\) merely rescales each partial wave. If \(N_l(R)\) is the norm of the unscaled wave, then \(D^2\propto1/N_p\) and \(Q^2\propto1/N_d\), so the threshold varies as \(N_p/N_d\). Its rise shows that the p-wave gains norm faster than the d-wave as the sphere grows. For a given orbital \(w_p\propto N_p\), so the product \(w_pD^2\), and with it the absorption, does not change. A p fraction is thus meaningful only together with its sphere.

A 1s hole with an added 3d electron raises the threshold at 2.0 bohr from 0.0162 % to 0.0258 %. All three ingredients share in this factor of 1.6: \(k^2\) rises by a factor 1.10, \(Q^2\) by 1.19 as the 3d wave contracts, and \(1/D^2\) by 1.22. Each of these variations, taken alone, changes the threshold by less than a factor of two. Combined, they go further. A free Ti⁴⁺ ion gives 0.023 % at 2.0 bohr; with its 1s electron moved to 3d it gives 0.037 % at 2.0 bohr and 0.069 % at 2.3 bohr. The threshold is therefore a few hundredths of a per cent, not a sharp number. The crystal potential has not been tested.

### How much p a tetrahedron can supply

Now give the ligand model round parameters: \(E_d=0\), \(E_p=1.00\), \(E_L=-0.40\), \(V_p=0.30\) and \(V_d=0.15\), all in Ry. Then \(T_p=0.3464\) Ry and \(T_d=0.1732\) Ry, and the t2 level lies at \(E=0.0519\) Ry. With \(E-E_L=0.4519\) Ry,

\[
\frac{a_p}{a_d}=\frac{0.0600/0.4519}{0.0519-1-0.1200/0.4519}=\frac{0.1328}{-1.2136}=-0.109 .
\]

The sign is a relative phase and drops out of the strengths. After normalization, which includes the ligand part, each t2 orbital has \(w_p=1.09\,\%\) and \(w_d=90.8\,\%\). The ratio is 1.2 %, some 74 times the titanium threshold of 0.0162 %. If all this weight lay inside the sphere, an admixture that hardly alters the orbital's d character would dominate its absorption. That condition is examined below.

Combine these weights with the titanium integrals, \(D^2/9=3.489\times10^{-5}\) bohr² and \(k^2Q^2/300=5.64\times10^{-9}\) bohr², and let all five d-like orbitals be empty:

- tetrahedral dipole: \(3\times0.01086\times3.489\times10^{-5}=1.14\times10^{-6}\) bohr²;
- tetrahedral quadrupole: \(4.723\times5.64\times10^{-9}=2.66\times10^{-8}\) bohr²;
- octahedral quadrupole: \(4.610\times5.64\times10^{-9}=2.60\times10^{-8}\) bohr².

The factors 4.723 and 4.610 are the summed d weights. The quadrupole strengths are nearly equal, so the contrast comes from the dipole term. The ratio of the totals is about 45.

This ratio illustrates the mechanism and does not predict a compound. It uses the same couplings for four and six ligands, and it assumes that the model's p and d orbitals lie wholly inside the sphere and its ligand orbitals wholly outside. A metal 4p orbital is extended. If only a tenth of its weight lay inside, the dipole term would fall to \(1.14\times10^{-7}\) bohr² and the ratio to \((11.4+2.66)/2.60\approx5.4\). In the free Ti atom used above, only about 3 % of the 4p orbital and 74 % of the 3d orbital lie inside 2.0 bohr. For such whole atomic orbitals the one-orbital threshold is 0.38 %, the model's 1.2 % exceeds it about three times, and the ratio of the totals is about 2.9. The tetrahedral line is still the stronger one, but the size of the contrast depends on how compact the p orbital is and on the ligand tails left out here.

### When an octahedral site gains intensity

The octahedral cancellation relies on opposite ligands being equivalent. Move the metal off centre along \(z\) by a fraction \(\delta\) of the bond length, and let the p and d couplings fall with distance as \(d^{-2}\) and \(d^{-7/2}\). For \(p_z\) and \(d_{3z^2-r^2}\), the two axial ligands now contribute

\[
V_pV_d\big[(1-\delta)^{-11/2}-(1+\delta)^{-11/2}\big]\simeq11\,\delta\,V_pV_d .
\]

Each of the four equatorial ligands has \(n_z\simeq-\delta\) and d coupling \(-V_d/2\), which adds \(2\delta V_pV_d\) in all. The displacement also couples \(p_x\) to \(d_{xz}\): the ligands on \(\pm x\) have p coupling \(\pm V_p\) and d coupling \(\sqrt3V_dn_xn_z\simeq\mp\sqrt3\,\delta V_d\), which gives \(-2\sqrt3\,\delta V_pV_d\) in all, and the same holds for \(p_y\) and \(d_{yz}\). All these effective couplings are linear in \(\delta\), so the p weight grows as \(\delta^2\). Diagonalizing the displaced cluster gives a p weight, summed over the five d-like orbitals, of 0.0082 % at \(\delta=0.01\) and 0.0327 % at \(\delta=0.02\), a factor of 4.0.

The dipole strength equals the octahedral quadrupole strength when the summed p weight reaches \(2.60\times10^{-8}/3.489\times10^{-5}=0.075\,\%\). By the quadratic law this happens near

\[
\delta\simeq0.02\,\sqrt{0.075/0.0327}\simeq0.03 .
\]

In this model, with its p orbital wholly inside the sphere, a displacement of three per cent of the bond length doubles the pre-edge. If only a tenth of the p weight lay inside, the quadratic law would require a displacement \(\sqrt{10}\) times larger, about ten per cent; with the free-atom fractions quoted above it is about fourteen per cent. Odd vibrations act through the same coupling: their mean displacement is zero, but their mean square is not. The weakness of the octahedral pre-edge therefore comes from the symmetry of the site, not from the number six as such. Inversion is sufficient to forbid the mixing; in a regular octahedron the rotations alone forbid it too. The converse does not follow: a site without inversion can also lack a dipole term, when symmetry keeps p and d apart, as for the tetrahedral e set, or when the orbitals that carry p weight are filled.

### Where the argument stops

The parity argument concerns one metal and its ligands. In a crystal, d orbitals on neighbouring metals can form combinations that are odd about the absorber. These may carry p weight there even at a centrosymmetric site, and so give a dipole contribution that the on-site argument does not exclude.

The intensity also needs empty orbitals. In the one-electron picture used here, filling the t2 orbitals removes the tetrahedral dipole term, however large their p weight. Since t2 lies above e in this spin-free model, that happens at a full d shell, where the quadrupole term is gone as well. Multiplet structure redistributes intensity among final states and is not described by these formulas.

The numerical output below lists the remaining values.

## Computed results

```
Ti atom, LDA (Slater exchange, VWN), 3d2 4s2, sphere 2.0 bohr
Ne levels, radial grid - large Gaussian set: 0.000014 Ry
Ne levels, unc-aug-cc-pvtz - large set: 0.011621 Ry
1s eigenvalue: -354.553 Ry
3d eigenvalue: -0.3400 Ry
photon energy omega: 354.21 Ry
photon energy omega: 4819 eV
photon wavenumber k: 1.2924 1/bohr
dipole integral D: 0.017720 bohr
quadrupole integral Q: 0.0010065 bohr^2
k Q / D: 0.0734 (no unit)
strength of a pure p orbital, D^2/9: 3.4887e-05 bohr^2
strength of a d orbital, k^2Q^2/300: 5.6400e-09 bohr^2
equal strengths in one t2 orbital, w_p/w_d: 0.0162 %
same as p fraction w_p/(w_p+w_d): 0.0162 %
w_p per t2 orbital matching whole d shell: 0.0269 %
full operator / formula, p: 0.9943
full operator / formula, d: 0.9849
sphere 1.8 bohr, equal w_p/w_d: 0.0135 %
sphere 2.3 bohr, equal w_p/w_d: 0.0254 %
1s hole and 3d3, 2.0 bohr, equal w_p/w_d: 0.0258 %
Symmetry average of one random p-d coupling matrix
tetrahedral z-xy element: 0.4771 (arbitrary)
octahedral largest element: 1.2e-17
Cluster model with round parameters
E_d, E_p, E_L: 0.00, 1.00, -0.40 Ry
V_p, V_d: 0.30, 0.15 Ry
T_p, T_d: 0.3464, 0.1732 Ry
tetrahedral e level: -0.0000 Ry
tetrahedral t2 level: 0.0519 Ry
amplitude ratio a_p/a_d in t2: -0.1094
p weight per t2 orbital: 1.086 %
d weight per t2 orbital: 90.77 %
largest p weight, tetrahedral e: 1.3e-32
largest p weight, octahedral d-like: 2.3e-33
octahedral t2g, eg levels: -0.0000, 0.1279 Ry
summed d weight, tetrahedral: 4.7232
summed d weight, octahedral: 4.6100
Cluster weights with Ti integrals, all five d-like orbitals empty
tetrahedral dipole strength: 1.1371e-06 bohr^2
tetrahedral quadrupole strength: 2.6639e-08 bohr^2
octahedral quadrupole strength: 2.6000e-08 bohr^2
tetrahedral total / octahedral total: 44.76
octahedral shift 0.01 bond lengths, summed p weight: 0.0082 %
octahedral shift 0.02 bond lengths, summed p weight: 0.0327 %
ratio of these p weights: 4.002
```
